# Zinc–carbon force constants of dimethylzinc from its two stretching frequencies

## Problem

Dimethylzinc, Zn(CH₃)₂, has a linear C–Zn–C skeleton with two equal bonds. Take its symmetric Zn–C stretch at $\tilde\nu_s=500\ \text{cm}^{-1}$ and its antisymmetric stretch at $\tilde\nu_a=610\ \text{cm}^{-1}$; both are rough values for the real molecule. Treat each methyl group as a point of mass $m=15.035$ u and give zinc its average mass, $M=65.38$ u.

Let $r_1$ and $r_2$ be the extensions of the two bonds from their equilibrium length. For small extensions the energy is

$$V=\tfrac12 k\,(r_1^2+r_2^2)+k_{12}\,r_1r_2 .$$

Find the stretching constant $k$ and the stretch–stretch interaction constant $k_{12}$, and decide how far each can be trusted.

The interaction term carries no factor $\tfrac12$, so $k_{12}=\partial^2V/\partial r_1\partial r_2$. The two squared terms have equal coefficients because the bonds are equivalent.

## A tempting solution

The force that shortens bond 1 is $\partial V/\partial r_1=k r_1+k_{12}r_2$. In the symmetric stretch $r_2=r_1$, so this force is $(k+k_{12})r_1$. In the antisymmetric stretch $r_2=-r_1$, and it is $(k-k_{12})r_1$. Each bond joins a methyl to a zinc atom, and a vibrating pair has the reduced mass

$$\mu=\frac{mM}{m+M}=\frac{15.035\times65.38}{80.415}\ \text{u}=12.224\ \text{u}.$$

A force constant is a mass times a squared angular frequency, so one writes

$$k+k_{12}=\mu\omega_s^2,\qquad k-k_{12}=\mu\omega_a^2 .$$

The angular frequencies follow from $\omega=2\pi c\tilde\nu$. They are $\omega_s=9.41826\times10^{13}$ rad/s and $\omega_a=1.14903\times10^{14}$ rad/s. With 1 u $=1.660539\times10^{-27}$ kg, the right-hand sides are 180.1 N/m and 268.0 N/m. Half their sum and half their difference give

$$k\approx224\ \text{N/m},\qquad k_{12}\approx-44\ \text{N/m}\qquad\text{(wrong)}.$$

The interaction would then be about a fifth of the stretching constant in size.

## Where it fails

The two force constants, $k+k_{12}$ and $k-k_{12}$, are correct. The mass is not.

The reduced mass of a pair is derived by letting the two atoms feel equal and opposite forces from their common bond, and no other force. Here zinc belongs to both bonds. In the symmetric stretch the two bonds pull it in opposite directions with equal strength, so it stays at rest. In the antisymmetric stretch one bond pulls it and the other pushes it in the same direction, so it recoils twice as strongly as it would under the force of one bond alone. Neither motion is that of an isolated methyl–zinc pair, and the two motions need different masses.

A molecule with $k_{12}=0$ exposes the error. The tempting equations would then give it two equal frequencies. Yet its zinc atom still rests in one motion and recoils in the other, so the frequencies must differ. The tempting solution takes this splitting, which comes from the masses, for an interaction between the bonds.

## The right equations of motion

Place the molecule along the $z$ axis, with methyl 1 on the left, zinc in the middle and methyl 2 on the right. Let $z_1$, $z_0$ and $z_2$ be their displacements from equilibrium, positive to the right. A bond lengthens when its right end moves right relative to its left end:

$$r_1=z_0-z_1,\qquad r_2=z_2-z_0 .$$

Sideways displacements can be left out. If the ends of a bond of length $R$ are displaced sideways by a relative distance $d$, its length changes by about $d^2/2R$. Since $V$ is quadratic in the extensions, this contributes terms of third and higher order in the displacements, which a harmonic treatment drops.

Write the tensions of the bonds as

$$f_1=\frac{\partial V}{\partial r_1}=k r_1+k_{12}r_2,\qquad f_2=\frac{\partial V}{\partial r_2}=k r_2+k_{12}r_1 .$$

The force on each atom is minus the derivative of $V$ with respect to its displacement. For methyl 1, $\partial r_1/\partial z_1=-1$, so the force is $+f_1$: a stretched bond pulls it to the right. For zinc, $\partial r_1/\partial z_0=+1$ and $\partial r_2/\partial z_0=-1$, so the force is $-f_1+f_2$. For methyl 2, $\partial r_2/\partial z_2=+1$, so the force is $-f_2$. Newton's law gives

$$m\ddot z_1=f_1,\qquad M\ddot z_0=f_2-f_1,\qquad m\ddot z_2=-f_2 .$$

The three forces add to zero, as they must without an external force.

Now form the accelerations of the bond extensions:

$$\ddot r_1=\ddot z_0-\ddot z_1=\frac{f_2-f_1}{M}-\frac{f_1}{m}
=-\left(\frac1m+\frac1M\right)f_1+\frac{f_2}{M},$$

$$\ddot r_2=\ddot z_2-\ddot z_0=-\frac{f_2}{m}-\frac{f_2-f_1}{M}
=-\left(\frac1m+\frac1M\right)f_2+\frac{f_1}{M}.$$

The first term on each right-hand side is the isolated pair, since $1/m+1/M=1/\mu$. The last term is what the tempting solution left out: the tension of one bond moves the zinc atom and so changes the length of the other. This coupling is present even when $k_{12}=0$.

## The two stretches

The equations keep their form when the bonds are exchanged, which suggests adding and subtracting them. For the sum $S=r_1+r_2$,

$$\ddot S=-\left(\frac1m+\frac1M\right)(f_1+f_2)+\frac1M(f_1+f_2)=-\frac1m(f_1+f_2).$$

The zinc mass has cancelled. Adding the tensions gives $f_1+f_2=(k+k_{12})S$, hence

$$\ddot S=-\frac{k+k_{12}}{m}\,S,\qquad \omega_s^2=\frac{k+k_{12}}{m}.$$

For the difference $D=r_1-r_2$, the last terms contribute $(f_2-f_1)/M=-(f_1-f_2)/M$. They now add to the recoil instead of cancelling it:

$$\ddot D=-\left(\frac1m+\frac1M\right)(f_1-f_2)-\frac1M(f_1-f_2)=-\left(\frac1m+\frac2M\right)(f_1-f_2).$$

Subtracting the tensions gives $f_1-f_2=(k-k_{12})D$, so

$$\omega_a^2=(k-k_{12})\left(\frac1m+\frac2M\right)=(k-k_{12})\,\frac{M+2m}{mM}.$$

Solve each result for its force constant:

$$k+k_{12}=m\omega_s^2,\qquad k-k_{12}=\frac{mM}{M+2m}\,\omega_a^2 .$$

Half the sum and half the difference are the constants sought:

$$\boxed{k=\frac12\left[m\omega_s^2+\frac{mM}{M+2m}\omega_a^2\right],\qquad
k_{12}=\frac12\left[m\omega_s^2-\frac{mM}{M+2m}\omega_a^2\right].}$$

The energy can also be written as

$$V=\tfrac14(k+k_{12})(r_1+r_2)^2+\tfrac14(k-k_{12})(r_1-r_2)^2,$$

as expanding the squares confirms. It has a minimum at zero extension if both coefficients are positive, that is, if $k>|k_{12}|$. Two real, nonzero frequencies guarantee this.

## Numbers

For the symmetric stretch the mass is that of one methyl:

$$k+k_{12}=15.035\times1.660539\times10^{-27}\ \text{kg}\times(9.41826\times10^{13}\ \text{s}^{-1})^2=221.46\ \text{N/m}.$$

For the antisymmetric stretch it is

$$\frac{mM}{M+2m}=\frac{15.035\times65.38}{65.38+30.070}\ \text{u}=10.298\ \text{u},$$

and multiplying by $\omega_a^2$ gives $k-k_{12}=225.78$ N/m. Therefore

$$k=\frac{221.46+225.78}{2}=223.6\ \text{N/m}=2.236\ \text{mdyn/Å},$$

$$k_{12}=\frac{221.46-225.78}{2}=-2.2\ \text{N/m}=-0.022\ \text{mdyn/Å}.$$

The extra digits are kept for the subtraction; the rough input does not justify them as physical accuracy. As a check that does not use the boxed formulas, the vibrations were computed from an energy written in the actual bond lengths in three dimensions. A numerical search for the constants that reproduce 500 and 610 cm⁻¹ returned the same $k$ and $k_{12}$ to within 0.001 N/m. The full numerical output follows this text.

The wrong constants fail when put into the right equations. They give a symmetric stretch near $500\sqrt{12.224/15.035}\approx451\ \text{cm}^{-1}$ and an antisymmetric one near $610\sqrt{12.224/10.298}\approx665\ \text{cm}^{-1}$.

## Why the wrong $k$ looked right

The tempting solution gave almost the correct $k$ but an interaction constant some twenty times too large. Both facts follow from the equations. Insert the true frequencies into the tempting formulas. For the stretching constant,

$$k_{\text{wrong}}=\frac\mu2(\omega_s^2+\omega_a^2)
=\frac\mu2\left[\frac{2k}{m}+\frac{2k}{M}-\frac{2k_{12}}{M}\right]
=k-\frac{m}{m+M}\,k_{12}.$$

The last step uses $1/m+1/M=1/\mu$ and $\mu/M=m/(m+M)$. For the interaction constant,

$$k_{12,\text{wrong}}=\frac\mu2(\omega_s^2-\omega_a^2)
=\frac\mu2\left[\frac{2k_{12}}{m}+\frac{2k_{12}}{M}-\frac{2k}{M}\right]
=k_{12}-\frac{m}{m+M}\,k .$$

The factor $m/(m+M)$ is 0.187 here. The error in $k$ is this fraction of the small constant, about 0.4 N/m. The error in $k_{12}$ is the same fraction of the large constant, about 42 N/m. A plausible value of $k$ is therefore no evidence that the masses were treated correctly.

Both errors vanish when $M$ is much larger than $m$. An immovable central atom removes the coupling through recoil, so that only $k_{12}$ still links the bonds, and both stretches then have the mass $m$. In the opposite limit, $M\ll m$, the antisymmetric mass tends to $M/2$: a light central atom moves between two nearly fixed ends, held by two bonds. The symmetric mass remains $m$.

## Reading the interaction constant

Dividing the two frequency formulas gives

$$\frac{\tilde\nu_a}{\tilde\nu_s}=\sqrt{\frac{k-k_{12}}{k+k_{12}}}\;\sqrt{1+\frac{2m}{M}} .$$

The second root is the effect of recoil alone and equals 1.208. The given wavenumbers have the ratio 1.220. In this model, then, nearly all of the splitting comes from the masses, and the interaction supplies the remaining one per cent of the ratio. A ratio above 1.208 means a negative $k_{12}$, and a ratio below it a positive one.

The sign has a simple static meaning. Hold bond 1 at an extension $r_1$ and let bond 2 relax. Its tension vanishes when $k r_2+k_{12}r_1=0$, so $r_2=-(k_{12}/k)\,r_1$. With a negative $k_{12}$, stretching one bond makes the other slightly longer. Here the response would be about one per cent of the imposed extension.

Such a small difference between large numbers is sensitive to errors. Since $k+k_{12}$ is proportional to $\tilde\nu_s^2$, its relative error is twice that of $\tilde\nu_s$, and the same holds for $k-k_{12}$ and $\tilde\nu_a$. The factor $\tfrac12$ in the boxed formulas removes the two. To first order,

$$\delta k=(k+k_{12})\frac{\delta\tilde\nu_s}{\tilde\nu_s}+(k-k_{12})\frac{\delta\tilde\nu_a}{\tilde\nu_a},$$

$$\delta k_{12}=(k+k_{12})\frac{\delta\tilde\nu_s}{\tilde\nu_s}-(k-k_{12})\frac{\delta\tilde\nu_a}{\tilde\nu_a}.$$

Suppose each wavenumber may be wrong by 5 cm⁻¹. The two contributions have sizes $221.46\times5/500=2.21$ N/m and $225.78\times5/610=1.85$ N/m. They add in $k$ when the errors have the same sign, and in $k_{12}$ when the signs are opposite. Either constant may thus be off by about 4.1 N/m. For $k$ this is 1.8 % of its value. For $k_{12}$ it exceeds the value itself, so these data do not settle its sign. What they do show, within the point-mass model, is that the interaction is small compared with $k$.

## A second case: the assignment exchanged

The formulas also require knowing which wavenumber belongs to which motion. If 610 cm⁻¹ were the symmetric stretch and 500 cm⁻¹ the antisymmetric one, the result would be $k=240.7$ N/m and $k_{12}=89.0$ N/m. These constants satisfy $k>|k_{12}|$, so stability alone cannot reject them. The assignment needs separate evidence.

One source is symmetry. In the three-mass model the symmetric stretch keeps the centre of inversion, so the dipole moment stays zero and the motion does not absorb infrared light. In the antisymmetric stretch, reversing all displacements is the same as inverting the molecule. The polarizability is unchanged by inversion, so it cannot vary to first order in the displacement, and the motion gives no first-order Raman line.

Another source is the zinc isotope. Keep $k$ and $k_{12}$ at the values found above and change the zinc mass from 63.929 u to 67.925 u. The antisymmetric stretch falls from 612.2 to 606.4 cm⁻¹, while the symmetric stretch stays at 500.0 cm⁻¹ because zinc does not move in it.

The isotope also matters for the inversion itself. If the 610 cm⁻¹ band belonged to molecules with the lighter zinc, the correct mass would give $k=222.8$ N/m and $k_{12}=-1.4$ N/m. The change in $k$ is slight, but $k_{12}$ loses more than a third of its size.

## The real molecule

Dimethylzinc serves as a volatile zinc source for growing films from the vapour. The wavenumbers used here are in the region of its real Zn–C stretches, but its methyl groups are not rigid points. The hydrogens can move along the axis relative to their carbon, as in the opening and closing of an umbrella.

To size this effect, give each methyl one umbrella coordinate $u$, the outward axial displacement of its hydrogens relative to carbon, with C–H lengths fixed and tetrahedral angles at equilibrium. Set the mean umbrella wavenumber to a rough 1200 cm⁻¹ and refit the constants to the same two stretches. Each methyl may also have an energy term $g\,r\,u$ coupling its umbrella to its own Zn–C bond. The value of $g$ is not known from the data, so three trial values are used:

| $g$ (N/m) | $k$ (N/m) | $k_{12}$ (N/m) | Change of $k$ |
|---:|---:|---:|---:|
| −20 | 251.5 | −4.4 | 12.5 % |
| 0 | 236.0 | −3.2 | 5.5 % |
| 20 | 227.2 | −2.5 | 1.6 % |

The changes are relative to the point-mass $k$. Their direction can be understood. Freeze the umbrellas in the refitted model. A constraint cannot lower the lowest vibration of a given symmetry, so the frozen stretches lie at or above 500 and 610 cm⁻¹. The frozen model is the point-mass model with the refitted constants. Its $k+k_{12}$ and $k-k_{12}$ therefore cannot be smaller than the values found earlier, and neither can $k$, which is half their sum. The trial values do not bound the error, since the true coupling may lie outside them. Nor are the two signs equally plausible. A methyl group tends to flatten as its bond to zinc lengthens, so its hydrogens move inward relative to carbon. This favours a positive $g$, and the row with $g=-20$ N/m serves only to show how sensitive $k$ is to the coupling. The change of $k$ does not keep falling as $g$ grows. With $m_\text{H}$ the hydrogen mass, it vanishes near $g=(3m_\text{H}/m)(k\pm k_{12})\approx45$ N/m, where the energy term balances the inertial force on the hydrogens, and it rises again beyond; it is 0.6 % at $g=30$ and 0.5 % at $g=60$ N/m. Hartree–Fock and MP2 calculations in small basis sets put $g$ in this region, above the trial range: about 34 N/m with def2-SVP and 50 to 53 N/m with 6-31G. The value is not converged with respect to the basis, but across this span the umbrella raises $k$ by less than one per cent.

In a simple estimate, anharmonicity also raises $k$. Observed bands are differences between quantum levels, whereas the formulas need harmonic frequencies. With each bond described by a Morse curve of rough depth 3 eV, and the methyls again rigid, the bands lie 5.6 cm⁻¹ (symmetric) and 7.3 cm⁻¹ (antisymmetric) below the harmonic values. Adding these shifts to the given wavenumbers raises $k$ by 2.3 % to 228.9 N/m and changes $k_{12}$ to −2.4 N/m. The shifts are inversely proportional to the assumed depth; a depth of 1.9 eV would raise $k$ by 3.7 %.

The stretching constant of dimethylzinc is thus about 2.2 mdyn/Å as an effective constant of the point-mass model. The umbrella motion cannot lower it and, for $g$ between 30 and 60 N/m, raises it by less than one per cent; the Morse estimate of anharmonicity raises it by a few per cent. The effective constant describes small vibrations near equilibrium, and it equals the curvature of the energy along a bond only as far as the point-mass, harmonic model holds. It does not by itself give the energy needed to break a Zn–C bond, or the temperature at which the precursor decomposes.

## Table of computed values

```
Carbon mass: 12.011 u
Hydrogen mass: 1.008 u
Methyl mass m: 15.035 u
Zinc mass M: 65.38 u
Atomic mass unit: 1.660539e-27 kg
Speed of light: 299792458 m/s
Symmetric wavenumber (rough): 500 cm^-1
Antisymmetric wavenumber (rough): 610 cm^-1
Symmetric angular frequency: 9.41826e+13 rad/s
Antisymmetric angular frequency: 1.14903e+14 rad/s
Antisymmetric mass mM/(M+2m): 10.298 u
k + k12: 221.46 N/m
k - k12: 225.78 N/m
k: 223.62 N/m = 2.2362 mdyn/Angstrom
k12: -2.16 N/m = -0.0216 mdyn/Angstrom
Wavenumber ratio, example: 1.2200
Wavenumber ratio for k12 = 0: 1.2083
Exchanged assignment, k: 240.66 N/m
Exchanged assignment, k12: 88.96 N/m
Assumed error of each wavenumber: 5 cm^-1
Error part from symmetric stretch: 2.21 N/m
Error part from antisymmetric stretch: 1.85 N/m
Largest error of k or of k12: 4.07 N/m
Largest relative error of k: 1.8 %
Zinc isotope masses: 63.929, 67.925 u
Symmetric, light and heavy Zn: 500.00, 500.00 cm^-1
Antisymmetric, light and heavy Zn: 612.18, 606.39 cm^-1
k using light Zn mass: 222.82 N/m
k12 using light Zn mass: -1.36 N/m
Mean umbrella wavenumber (rough): 1200 cm^-1
Stretch-umbrella trial -20 N/m: k = 251.53, k12 = -4.39 N/m
  umbrella constant 212.34 N/m; change of k 12.5 %
Stretch-umbrella trial 0 N/m: k = 235.99, k12 = -3.16 N/m
  umbrella constant 224.62 N/m; change of k 5.5 %
Stretch-umbrella trial 20 N/m: k = 227.21, k12 = -2.49 N/m
  umbrella constant 235.05 N/m; change of k 1.6 %
Morse depth per bond (rough): 3 eV
Anharmonic lowering, symmetric: 5.62 cm^-1
Anharmonic lowering, antisymmetric: 7.34 cm^-1
k after anharmonic correction: 228.85 N/m
k12 after anharmonic correction: -2.39 N/m
Anharmonic change of k: 2.3 %
```
